**Numerical test of the least-squares property of Löwdin orthogonalisation**

For linearly independent functions $\chi_i$ with overlap matrix $S$, the set $\varphi=\chi S^{-1/2}$ minimises $D=\sum_i\|\psi_i-\chi_i\|^2$ over all orthonormal sets $\psi$, and $D_{\min}=\sum_k(\sqrt{s_k}-1)^2$, where $s_k$ are the eigenvalues of $S$. The program asserts that steepest descent from random complex orthonormal sets, in a space larger than the span of the functions, reaches the predicted minimiser for equal and for unequal weights; the largest gap in $D$ is 1.8e-15. It also asserts the two-function formulas against an angle scan, and $D_{\min}$ for TiCl4 in the STO-3G basis against real-space quadrature, both of which give 2.59404. The excess distance of two Schmidt sets is asserted to equal $\|(\psi-\varphi)S^{1/4}\|^2$. Further assertions cover the unchanged atomic shares of $D$ in a rotated molecule, the equal Löwdin charges of the four chlorine atoms and their unequal charges in the Schmidt set that starts with the metal. The output shows that the Löwdin charge of titanium changes from 0.36 e in RHF/STO-3G to −0.11 e in RHF/def2-SVP and −0.50 e in PBE/def2-SVP, so the theorem fixes the orbitals for a given basis but not a basis-independent charge.

## Check in Python

```python
# Result under test: for linearly independent functions chi_i with overlap
# matrix S, the orthonormal set phi = chi S^(-1/2) is the unique minimiser of
#   D = sum_i || psi_i - chi_i ||^2   over all orthonormal sets psi,
# and D_min = sum_k (sqrt(s_k) - 1)^2, with s_k the eigenvalues of S.
# For any other orthonormal set psi the excess is
#   D(psi) - D_min = || (psi - phi) S^(1/4) ||^2.
# Coefficient matrices X give new functions as psi_j = sum_i chi_i X_ij.
# P is the one-electron density matrix in the original functions.
import numpy as np
from scipy.spatial.transform import Rotation
from pyscf import gto, scf, dft


def matrix_power(M, p):
    values, vectors = np.linalg.eigh(M)
    return (vectors * values**p) @ vectors.conj().T


# ---- Numerical search in a space larger than the span of the functions ----
rng = np.random.default_rng(3)
dim, n = 6, 3
T = np.eye(dim, n) + 0.3 * (rng.normal(size=(dim, n))
                            + 1j * rng.normal(size=(dim, n)))


def orthonormalise(A):
    """Schmidt orthonormalisation of the columns of A."""
    L = np.linalg.cholesky(A.conj().T @ A)
    return A @ np.linalg.inv(L).conj().T


def weighted_distance(V, w):
    return float(np.sum(w * np.sum(abs(V - T)**2, axis=0)))


def descend(V, w):
    """Steepest descent of the weighted distance over orthonormal sets."""
    step = 0.2 / np.linalg.norm(T * w, 2)
    for _ in range(40000):
        slope = 2 * w * (V - T)
        overlap = V.conj().T @ slope
        # keep only the part that preserves orthonormality to first order
        slope = slope - V @ (overlap + overlap.conj().T) / 2
        if np.linalg.norm(slope) < 1e-9:
            return V
        V = orthonormalise(V - step * slope)
    raise AssertionError("descent did not reach a stationary set")


search_results = []
predicted_frames = []
largest_gap = 0.0
for w in (np.ones(n), np.array([1.0, 3.0, 10.0])):
    Tw = T * w
    predicted = Tw @ matrix_power(Tw.conj().T @ Tw, -0.5)
    predicted_frames.append(predicted)
    D_predicted = weighted_distance(predicted, w)
    for start in range(3):
        x = rng.normal(size=2 * dim * n)
        A = (x[:dim * n] + 1j * x[dim * n:]).reshape(dim, n)
        V = descend(orthonormalise(A), w)
        gap = weighted_distance(V, w) - D_predicted
        frame_error = np.max(abs(V - predicted))
        assert abs(gap) < 1e-10, f"search minus formula = {gap:.3e}"
        assert frame_error < 1e-6, f"difference of sets = {frame_error:.3e}"
        largest_gap = max(largest_gap, abs(gap))
    search_results.append((weighted_distance(V, w), D_predicted))
s_complex = np.linalg.eigvalsh(T.conj().T @ T)
formula_complex = np.sum((np.sqrt(s_complex) - 1)**2)
assert abs(search_results[0][0] - formula_complex) < 1e-10
weight_shift = np.linalg.norm(predicted_frames[0] - predicted_frames[1])
assert weight_shift > 1e-2

# ---- One metal-ligand sigma pair (only overlap integrals are used) ----
bond_nm = 0.217
pair_mol = gto.M(atom=[("Ti", (0, 0, 0)), ("Cl", (0, 0, -10 * bond_nm))],
                 basis="sto-3g", spin=1, verbose=0)
i_d = pair_mol.search_ao_label("Ti 3dz")
i_p = pair_mol.search_ao_label("Cl 3pz")
assert len(i_d) == 1 and len(i_p) == 1
s_pair = pair_mol.intor("int1e_ovlp")[i_d[0], i_p[0]]
coef_same = 0.5 * (1 / np.sqrt(1 + s_pair) + 1 / np.sqrt(1 - s_pair))
coef_other = 0.5 * (1 / np.sqrt(1 + s_pair) - 1 / np.sqrt(1 - s_pair))
pair_formula = 4 - 2 * np.sqrt(1 + s_pair) - 2 * np.sqrt(1 - s_pair)
pair_schmidt = 2 - 2 * np.sqrt(1 - s_pair**2)
half_angle = 0.5 * np.arcsin(s_pair)
# scan of all orthonormal pairs in the plane, with chi_1 along the first axis
theta = np.linspace(-np.pi, np.pi, 400001)
chi_2 = np.array([s_pair, np.sqrt(1 - s_pair**2)])
scan = []
for sign in (1, -1):
    first = (np.cos(theta) - 1)**2 + np.sin(theta)**2
    second = ((-sign * np.sin(theta) - chi_2[0])**2
              + (sign * np.cos(theta) - chi_2[1])**2)
    scan.append(first + second)
best = np.argmin(scan[0])
assert scan[0][best] < np.min(scan[1])
assert abs(scan[0][best] - pair_formula) < 1e-8
assert abs(theta[best] + half_angle) < 3e-5
assert abs(np.sin(theta[best]) - coef_other * chi_2[1]) < 3e-5
at_zero = np.argmin(abs(theta))
assert abs(scan[0][at_zero] - pair_schmidt) < 1e-8


# ---- Titanium tetrachloride ----
def ticl4(length_nm, basis, rotation=np.eye(3)):
    corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
    places = (corners * 10 * length_nm / np.sqrt(3)) @ rotation.T
    atoms = [("Ti", (0.0, 0.0, 0.0))] + [("Cl", tuple(r)) for r in places]
    return gto.M(atom=atoms, basis=basis, verbose=0)


def density(mol, functional=None, guess=None):
    if functional is None:
        mf = scf.RHF(mol)
    else:
        mf = dft.RKS(mol)
        mf.xc = functional
        mf.grids.level = 1
    mf.conv_tol = 1e-10
    mf.kernel(dm0=guess)
    if not mf.converged:
        mf = mf.newton()
        mf.kernel()
    assert mf.converged
    return np.asarray(mf.make_rdm1())


def by_atom(mol, values):
    return np.array([values[a:b].sum()
                     for a, b in mol.aoslice_by_atom()[:, 2:4]])


def displacement(S, X):
    change = X - np.eye(len(S))
    return np.sum(change * (S @ change), axis=0)


def schmidt(S, order):
    L = np.linalg.cholesky(S[np.ix_(order, order)])
    X = np.zeros_like(S)
    X[np.ix_(order, order)] = np.linalg.inv(L).T
    return X


def charges(mol, S, X, P):
    populations = np.diag(X.T @ S @ P @ S @ X)
    return mol.atom_charges() - by_atom(mol, populations)


mol = ticl4(bond_nm, "sto-3g")
S = mol.intor("int1e_ovlp")
nao = len(S)
s = np.linalg.eigvalsh(S)
X_low = matrix_power(S, -0.5)
n_metal = mol.aoslice_by_atom()[0, 3]
metal_first = np.arange(nao)
ligand_first = np.r_[np.arange(n_metal, nao), np.arange(n_metal)]
X_mf, X_lf = schmidt(S, metal_first), schmidt(S, ligand_first)
moves = displacement(S, X_low)
D_formula = np.sum((np.sqrt(s) - 1)**2)
D_mf = displacement(S, X_mf).sum()
D_lf = displacement(S, X_lf).sum()

# distance from its definition, by quadrature in real space
grid = dft.gen_grid.Grids(mol)
grid.level = 3
grid.prune = None
grid.build()
chi_values = dft.numint.eval_ao(mol, grid.coords)
difference = chi_values @ (X_low - np.eye(nao))
D_quadrature = float(np.sum(grid.weights @ difference**2))
assert abs(D_quadrature - D_formula) < 5e-4  # finite grid

# excess of the Schmidt sets against the completed square
quarter = matrix_power(S, 0.25)
squares = []
for X, D in ((X_mf, D_mf), (X_lf, D_lf)):
    assert np.allclose(X.T @ S @ X, np.eye(nao), atol=1e-9)
    Y = (X - X_low) @ quarter
    squares.append(np.sum(Y * (S @ Y)))
    assert squares[-1] > 0 and abs(D - D_formula - squares[-1]) < 1e-8

# turning the molecule against the axes must not change the atomic shares
turn = Rotation.from_euler("zyx", [0.4, 0.9, -0.7]).as_matrix()
turned = ticl4(bond_nm, "sto-3g", turn)
S_turned = turned.intor("int1e_ovlp")
moves_turned = displacement(S_turned, matrix_power(S_turned, -0.5))
shares = by_atom(mol, moves)
assert np.allclose(shares, by_atom(turned, moves_turned), atol=1e-7)

P = density(mol)
q_low = charges(mol, S, X_low, P)
q_mf = charges(mol, S, X_mf, P)
q_lf = charges(mol, S, X_lf, P)
q_mull = mol.atom_charges() - by_atom(mol, np.diag(P @ S))
for q in (q_low, q_mf, q_lf, q_mull):
    assert abs(q.sum()) < 1e-6
assert np.ptp(q_low[1:]) < 1e-4   # limited by convergence of the density
assert np.ptp(q_mf[1:]) > 1e-3

# ---- Size of what the main level leaves out ----
stretch_nm = 0.005
longer = ticl4(bond_nm + stretch_nm, "sto-3g")
S_long = longer.intor("int1e_ovlp")
q_long = charges(longer, S_long, matrix_power(S_long, -0.5), density(longer))
big = ticl4(bond_nm, "def2-svp")
S_big = big.intor("int1e_ovlp")
X_big = matrix_power(S_big, -0.5)
P_big = density(big)
q_big = charges(big, S_big, X_big, P_big)
q_pbe = charges(big, S_big, X_big, density(big, "pbe,pbe", P_big))
q_big_mull = big.atom_charges() - by_atom(big, np.diag(P_big @ S_big))
s_big = np.linalg.eigvalsh(S_big)

top = int(np.argmax(moves))
print("Distances D and overlaps are dimensionless; charges are in e")
print(f"Search, equal weights: lowest D = {search_results[0][0]:.6f}")
print(f"Formula, equal weights: D_min = {formula_complex:.6f}")
print(f"Search, weights 1,3,10: lowest D = {search_results[1][0]:.6f}")
print(f"Formula, weights 1,3,10: D_min = {search_results[1][1]:.6f}")
print(f"Largest gap between search and formula = {largest_gap:.1e}")
print(f"Norm of change of minimiser with weights = {weight_shift:.4f}")
print(f"Ti-Cl length = {bond_nm:.3f} nm")
print(f"Pair Ti 3d(z2)-Cl 3p(z): overlap = {s_pair:.5f}")
print(f"Pair: coefficient of own function = {coef_same:.5f}")
print(f"Pair: coefficient of other function = {coef_other:.5f}")
print(f"Pair: turn of each function = {np.degrees(half_angle):.3f} degrees")
print(f"Pair: Lowdin D = {pair_formula:.6f}")
print(f"Pair: lowest D in angle scan = {scan[0][best]:.6f}")
print(f"Pair: Schmidt D = {pair_schmidt:.6f}")
print(f"TiCl4 STO-3G: number of functions = {nao}, on Ti = {n_metal}")
print(f"TiCl4 STO-3G: smallest overlap eigenvalue = {s[0]:.5f}")
print(f"TiCl4 STO-3G: largest overlap eigenvalue = {s[-1]:.5f}")
print(f"Lowdin D from eigenvalues = {D_formula:.5f}")
print(f"Lowdin D from real-space quadrature = {D_quadrature:.5f}")
print(f"Share of D on Ti = {shares[0]:.5f}")
print(f"Share of D on each Cl = {shares[1]:.5f}")
print(f"Most displaced function: {' '.join(mol.ao_labels()[top].split())}")
print(f"Its squared displacement = {moves[top]:.5f}")
print(f"Schmidt D, metal first = {D_mf:.5f}")
print(f"Completed square, metal first = {squares[0]:.5f}")
print(f"Schmidt D, ligands first = {D_lf:.5f}")
print(f"Completed square, ligands first = {squares[1]:.5f}")
print(f"Ti charge, Lowdin, RHF/STO-3G = {q_low[0]:.4f} e")
print(f"Ti charge, Schmidt metal first = {q_mf[0]:.4f} e")
print(f"Ti charge, Schmidt ligands first = {q_lf[0]:.4f} e")
print(f"Ti charge, Mulliken, RHF/STO-3G = {q_mull[0]:.4f} e")
print("Cl charges, Lowdin (e):", " ".join(f"{x:.4f}" for x in q_low[1:]))
print("Cl charges, Schmidt metal first (e):",
      " ".join(f"{x:.4f}" for x in q_mf[1:]))
print(f"Bond stretch = {stretch_nm:.3f} nm")
print(f"Ti charge, Lowdin, stretched = {q_long[0]:.4f} e")
print(f"Change of Ti charge by stretch = {q_long[0] - q_low[0]:.4f} e")
print(f"def2-SVP: number of functions = {len(S_big)}")
print(f"def2-SVP: smallest overlap eigenvalue = {s_big[0]:.5f}")
print(f"def2-SVP: Lowdin D = {np.sum((np.sqrt(s_big) - 1)**2):.5f}")
print(f"Ti charge, Lowdin, RHF/def2-SVP = {q_big[0]:.4f} e")
print(f"Ti charge, Mulliken, RHF/def2-SVP = {q_big_mull[0]:.4f} e")
print(f"Ti charge, Lowdin, PBE/def2-SVP = {q_pbe[0]:.4f} e")
print(f"Change of Ti charge by basis = {q_big[0] - q_low[0]:.4f} e")
print(f"Change of Ti charge, RHF to PBE = {q_pbe[0] - q_big[0]:.4f} e")
print("tests ok")
```

Printed output:

```
Distances D and overlaps are dimensionless; charges are in e
Search, equal weights: lowest D = 1.588642
Formula, equal weights: D_min = 1.588642
Search, weights 1,3,10: lowest D = 2.181193
Formula, weights 1,3,10: D_min = 2.181193
Largest gap between search and formula = 1.8e-15
Norm of change of minimiser with weights = 0.3015
Ti-Cl length = 0.217 nm
Pair Ti 3d(z2)-Cl 3p(z): overlap = 0.20497
Pair: coefficient of own function = 1.01625
Pair: coefficient of other function = -0.10527
Pair: turn of each function = 5.914 degrees
Pair: Lowdin D = 0.021288
Pair: lowest D in angle scan = 0.021288
Pair: Schmidt D = 0.042462
TiCl4 STO-3G: number of functions = 54, on Ti = 18
TiCl4 STO-3G: smallest overlap eigenvalue = 0.23552
TiCl4 STO-3G: largest overlap eigenvalue = 1.97520
Lowdin D from eigenvalues = 2.59404
Lowdin D from real-space quadrature = 2.59404
Share of D on Ti = 1.28332
Share of D on each Cl = 0.32768
Most displaced function: 0 Ti 4s
Its squared displacement = 0.19913
Schmidt D, metal first = 5.39824
Completed square, metal first = 2.80420
Schmidt D, ligands first = 5.11760
Completed square, ligands first = 2.52357
Ti charge, Lowdin, RHF/STO-3G = 0.3574 e
Ti charge, Schmidt metal first = -3.3753 e
Ti charge, Schmidt ligands first = 2.8257 e
Ti charge, Mulliken, RHF/STO-3G = 1.0604 e
Cl charges, Lowdin (e): -0.0894 -0.0894 -0.0894 -0.0894
Cl charges, Schmidt metal first (e): 0.7919 0.8247 0.8601 0.8986
Bond stretch = 0.005 nm
Ti charge, Lowdin, stretched = 0.4647 e
Change of Ti charge by stretch = 0.1073 e
def2-SVP: number of functions = 103
def2-SVP: smallest overlap eigenvalue = 0.01538
def2-SVP: Lowdin D = 12.58042
Ti charge, Lowdin, RHF/def2-SVP = -0.1052 e
Ti charge, Mulliken, RHF/def2-SVP = 0.9213 e
Ti charge, Lowdin, PBE/def2-SVP = -0.5020 e
Change of Ti charge by basis = -0.4626 e
Change of Ti charge, RHF to PBE = -0.3968 e
tests ok
```
